# Why Melt-Film Confinement Leaves the In-Plane Chain Size Nearly Unchanged

## What happens

In an equilibrated polymer melt film, a chain squeezed to a thickness below its bulk radius of gyration does not spread sideways to make up for it. For Gaussian chains in mean field, the in-plane mean square end-to-end distance is

$$R_\parallel^2=\tfrac23Nb^2$$

at every film thickness $h$, as in the bulk. Here $N$ is the number of repeats per chain and $b$ the statistical segment length, so that the bulk value in three dimensions is $Nb^2$.

Two facts give this result. The surrounding melt screens the chain's repulsion from itself and leaves an average field that varies only along the film normal $z$. Gaussian steps along $x$, $y$ and $z$ are independent, so this field cannot act on the in-plane steps. Reflecting walls describe how the same melt arranges the $z$-coordinate. They are not by themselves the cause of the unchanged in-plane size, since a Gaussian chain between absorbing walls keeps it too. For a 20 nm film of a long-chain PMMA resist, the corrections estimated below raise the in-plane size by a few per cent.

The film is taken as laterally uniform, nearly incompressible and bounded by flat, neutral walls. Energies are in units of $kT$.

## Why the in-plane steps do not notice the film

Let $G(\mathbf r,\mathbf r';s)$ be the statistical weight of a strand of $s$ repeats running from $\mathbf r'$ to $\mathbf r$. In a field $w(z)$ it obeys

$$\frac{\partial G}{\partial s}=\frac{b^2}{6}\nabla^2G-w(z)G .$$

Try $G=g(x-x')\,g(y-y')\,Z(z,z';s)$. The equation separates into

$$\frac{\partial g}{\partial s}=\frac{b^2}{6}g'',\qquad \frac{\partial Z}{\partial s}=\frac{b^2}{6}\frac{\partial^2Z}{\partial z^2}-wZ .$$

The first is free diffusion with coefficient $b^2/6$. Its solution is a Gaussian of variance $\sigma^2=2(b^2/6)s=sb^2/3$. The field and the wall condition enter $Z$ alone, and $Z$ cancels when the in-plane distribution is normalized. Two directions with $s=N$ give $R_\parallel^2=2Nb^2/3$.

The same holds for any inner strand. The in-plane part of the squared radius of gyration is therefore

$$R_{g\parallel}^2=\frac1{N^2}\int_0^N(N-s)\frac{2sb^2}{3}\,ds=\frac{2b^2}{3N^2}\left(\frac{N^3}{2}-\frac{N^3}{3}\right)=\frac{Nb^2}{9},$$

where $N-s$ counts the pairs of repeats a distance $s$ apart along the chain.

## Why a melt film has reflecting walls

A hard wall forbids repeats at $z=0$, which suggests an absorbing condition. In a melt, however, the field must also hold the density up close to the wall. Write the density as $\varphi=\psi^2$. Far from the ends of a long chain, the strand weight is proportional to $\psi$ and no longer changes with $s$, so

$$0=\frac{b^2}{6}\psi''-w\psi,\qquad w=\frac{b^2}{6}\frac{\psi''}{\psi}.$$

Now let $q(z,s)$ be the weight of a strand ending at $z$, summed over its starting points, and put $q=\psi f$. Then

$$\psi\frac{\partial f}{\partial s}=\frac{b^2}{6}(\psi''f+2\psi'f'+\psi f'')-\frac{b^2}{6}\psi''f .$$

The terms in $\psi''$ cancel. Division by $\psi$ gives

$$\frac{\partial f}{\partial s}=\frac{b^2}{6}\left(f''+\frac{2\psi'}{\psi}f'\right)=\frac{b^2}{6}\frac1\varphi(\varphi f')' .$$

The flux $\varphi f'$ vanishes at the wall, because $\varphi$ does and the relevant $f$ is smooth. Across a thin density edge the flux can change only by an amount proportional to the edge width. Just inside the film, where $\varphi$ is constant, a slowly varying $f$ therefore has nearly zero slope. That is a reflecting wall.

An explicit profile shows where the mirror lies. For $\psi=\tanh(z/\xi)$ the field is $w=-(b^2/3\xi^2)\,\mathrm{sech}^2(z/\xi)$, and the modes obey

$$-q''-\frac{2}{\xi^2}\mathrm{sech}^2\!\left(\frac z\xi\right)q=k^2q,\qquad q=\tanh\!\left(\frac z\xi\right)\cos kz+k\xi\sin kz .$$

To verify the solution, write $t=\tanh(z/\xi)$ and $S=\mathrm{sech}^2(z/\xi)$, with $t'=S/\xi$ and $t''=-2tS/\xi^2$. Then

$$q''=-\frac{2tS}{\xi^2}\cos kz-\frac{2kS}{\xi}\sin kz-k^2q=-\frac{2S}{\xi^2}q-k^2q .$$

This $q$ vanishes at $z=0$. Beyond the edge it is proportional to $\cos(kz-\arctan k\xi)$, which for $k\xi\ll1$ is $\cos k(z-\xi)$: a mirror at $z=\xi$. The edge also lacks an amount of polymer $\int_0^\infty(1-\tanh^2(z/\xi))\,dz=\xi$, so the distance between the mirrors is the thickness the polymer would have at uniform bulk density.

As an illustration, take hard walls 20 nm apart and $\xi=0.40$ nm, a chosen value. It is shorter than the segment length used below for PMMA, where a continuous Gaussian chain is no longer realistic, so the example tests the mathematics of the mirror and not the structure of a real surface. Finite-difference diagonalization of $-d^2/dz^2+6w/b^2$ gives a gap of 0.026768 nm$^{-2}$ between the two lowest levels on a 0.005 nm mesh. A finer mesh moves this to 0.026770 nm$^{-2}$, which is the $k^2$ that the exact modes give through $k\,(20\ \mathrm{nm})-2\arctan k\xi=\pi$. Mirrors 19.2 nm apart give $(\pi/19.2)^2=0.026773$ nm$^{-2}$.

Near a chain end, $q$ starts from 1 instead of $\psi$. Beyond about $(\xi/b)^2$ repeats the relative difference falls slowly, as $\xi/(b\sqrt s)$, until it has spread over the film. The remainder is of order $\xi/h$ and is neglected here. From here on, $h$ is the distance between the mirrors.

## What changes along the normal, and what it costs

With mirrors at $0$ and $h$, fold each free path back into the film. Folding changes $z$ and leaves $x$ and $y$ alone. With $g$ the Gaussian above, the folded weight is

$$K(z,z';s)=\sum_{m=-\infty}^{\infty}\left[g(z-z'+2mh)+g(z+z'+2mh)\right].$$

Integrated over $z'$ from $0$ to $h$, the pieces cover the whole line once, so the result is 1 and the density is uniform. The same diffusion problem has the cosine solution

$$K=\frac1h+\frac2h\sum_{n\ge1}\cos\frac{n\pi z}{h}\cos\frac{n\pi z'}{h}\,e^{-n^2\pi^2sb^2/6h^2}.$$

Each end is uniformly distributed, with variance $h^2/12$. To find the correlation of the two ends, expand

$$z=\frac h2-\frac{4h}{\pi^2}\sum_{n\ \mathrm{odd}}\frac{\cos(n\pi z/h)}{n^2}.$$

The average of $\cos(n\pi z/h)\cos(n\pi z'/h)$ is half the decay factor, so the covariance is $(8h^2/\pi^4)\sum_{\rm odd}n^{-4}e^{-n^2\pi^2Nb^2/6h^2}$. Twice the variance minus twice the covariance is

$$R_z^2=\frac{h^2}{6}-\frac{16h^2}{\pi^4}\sum_{n\ \mathrm{odd}}\frac{e^{-n^2\pi^2Nb^2/6h^2}}{n^4}.$$

For $h^2\gg Nb^2$ this returns the bulk value $Nb^2/3$. For $h^2\ll Nb^2$ the ends are uncorrelated and $R_z=h/\sqrt6$. The coil is then flattened, but not widened.

Absorbing walls without a supporting field would have $\sin(\pi z/h)$ as their lowest mode. A long chain's weight would decay as $e^{-\pi^2Nb^2/6h^2}$, a free-energy cost of $\pi^2Nb^2/6h^2$ plus a term independent of $N$. Between mirrors the total weight stays 1, and this term in $1/h^2$ is absent.

The walls are not free of cost, however. The weight includes the energy of the supporting field, so with a weight of 1 the entropic cost per chain is $-N\langle w\rangle$. For the tanh profile, $\int_0^\infty\mathrm{sech}^2(z/\xi)\tanh^2(z/\xi)\,dz=\xi/3$, and the two edges together give $2Nb^2/(9\xi h)$. With $\rho h/N$ chains per film area, where $\rho$ is the number of repeats per volume, this is $\rho b^2/(9\xi)$ per area of each wall: a surface term that does not depend on $h$.

## Why flattened coils need not spread

It is tempting to treat a coil as a soft object of fixed volume. But most of the volume a coil spans belongs to other chains. The number of chains sharing a disc of radius $R_{g\parallel}$ is

$$\frac{\pi R_{g\parallel}^2h\rho}{N}=\frac{\pi\rho b^2h}{9},$$

where $\rho$ is the number of repeats per volume and $N$ has cancelled. Thinning the film lowers this number while the disc keeps its radius. Overlap falls to one at $h=9/(\pi\rho b^2)$, where a mean field made by many chains is no longer justified.

## How large: a 20 nm PMMA film

Take a molar mass of 950 kg/mol and a repeat mass of 100.12 g/mol, so $N=9489$. Rough melt values are $b=0.65$ nm and a density of 1.1 g/cm$^3$, or $\rho=6.62$ nm$^{-3}$. The bulk sizes are $b\sqrt N=63.3$ nm and $R_g=b\sqrt{N/6}=25.8$ nm, so the film is thinner than $R_g$.

- In the plane, $R_\parallel=b\sqrt{2N/3}=51.7$ nm and $R_{g\parallel}=b\sqrt N/3=21.1$ nm, in film and bulk alike.
- Along the normal, the end-to-end size falls from $b\sqrt{N/3}=36.6$ nm to $20/\sqrt6=8.16$ nm.
- A coil of fixed volume would have to widen by $\sqrt{36.6/8.16}=2.12$. Measured instead by the normal part of $R_g$, which falls from 14.9 nm to 5.4 nm, the factor would be about 1.7. The Gaussian melt result is a factor of 1.
- The disc holds 19.5 chains. A bulk sphere of radius $R_g$ holds $(4\pi/3)R_g^3\rho/N=50.4$.
- Absorbing walls without a field would cost 16.5 $kT$ per chain. In the melt this $1/h^2$ term is absent. The surface term of the density edges remains and need not be small: with the illustrative $\xi=0.40$ nm, $2Nb^2/(9\xi h)$ is about 110 $kT$ per chain. Per wall area, however, it is the same at every thickness.

Overlap would reach one at 1.02 nm. This is below the Kuhn length found next, so the Gaussian model has already failed there.

## First correction: bonds of fixed length

Folding shortens a bond that crosses a wall, but a real bond keeps its length. A cubic-lattice walk shows the consequence. In the bulk, 2/3 of its steps lie in the plane. If a step blocked by a wall stays in its layer, the fraction remains 2/3, but that step has lost its bond.

To keep bonds whole, give layer $i$ a weight $d_i^2$ and use the step matrix $d_iT_{ij}d_j$, with $T_{ii}=2/3$ and $T_{i,i\pm1}=1/6$. Choose the $d_i$ so that every row sums to 1, which keeps the density uniform. The in-plane fraction is then 2/3 times the layer average of $d_i^2$. Solving for the weights by iteration gives 0.72179 for 5 layers and 0.67356 for 40. Relative to 2/3, both excesses equal $0.413/L$, with $L$ the number of layers. The outer layer lacks one neighbour, and extra in-plane bonds must fill it. The excess does not depend on $N$ when chain-end effects are neglected.

Absorbing walls without a field also favour in-plane steps, since these carry no risk of leaving. The largest eigenvalue of $T$ is $\tfrac23+\tfrac13\cos[\pi/(L+1)]$, and the in-plane fraction is 2/3 divided by it: 0.69783 for 5 layers. The uniform melt thus has the larger excess here. Reflection does not protect the in-plane size of chains with rigid bonds.

For PMMA, use freely oriented Kuhn segments of length $l$. A rough contour length of 0.25 nm per repeat gives $l=b^2/(0.25\ \mathrm{nm})=1.69$ nm. A segment with direction cosine $c$ to the normal, starting at a random height, crosses a wall with probability $l|c|/h$. Laying it flat raises its in-plane square from $l^2(1-c^2)$ to $l^2$. The mean gain is

$$\int_0^1\frac{lc}{h}\,l^2c^2\,dc=\frac{l^3}{4h}.$$

Divided by the bulk in-plane square $2l^2/3$, this is $3l/8h$, or 3.2 % of $R_\parallel^2$ at 20 nm. It is a rough estimate and probably too high: a segment laid completely flat has the largest in-plane size it can have, and the response of neighbouring segments is ignored.

## Second correction: incomplete screening

A repeat repels others with bare strength $v$. The surrounding chains respond to the total potential $U(k)$ with a density change $-\rho F(k)U$, where $F$ is the structure factor per repeat of one chain. Hence $U=v(1-\rho FU)$, so $U=v/(1+v\rho F)$, which tends to $1/\rho F$ in an incompressible melt. Since $F(0)=N$ and $F\to12/k^2b^2$ at large $k$, interpolate:

$$U(k)\simeq\frac1\rho\left(\frac1N+\frac{k^2b^2}{12}\right).$$

To first order, a potential between two repeats changes $R_\parallel^2$ by $-[\langle r^2U\rangle-\langle r^2\rangle\langle U\rangle]$, with $\mathbf r$ the in-plane vector between them; the rest of the chain is independent and drops out. For an in-plane wave vector $\mathbf q$,

$$\langle e^{i\mathbf q\cdot\mathbf r}\rangle=e^{-q^2\sigma^2/2},\qquad \langle r^2e^{i\mathbf q\cdot\mathbf r}\rangle=(2\sigma^2-q^2\sigma^4)e^{-q^2\sigma^2/2}.$$

Subtracting $\langle r^2\rangle=2\sigma^2$ times the first leaves a change of $+\int\frac{d^2q}{(2\pi)^2}\,U\,q^2\sigma^4e^{-q^2\sigma^2/2}$, a swelling for repulsion.

Along the normal, a wave number $p$ adds the factor $e^{-p^2\sigma^2/2}$. With $\alpha=\sigma^2/2=sb^2/6$, the integrals of $q^2e^{-\alpha q^2}$ and $q^4e^{-\alpha q^2}$ over $d^2q/(2\pi)^2$ are $1/4\pi\alpha^2$ and $1/2\pi\alpha^3$. Since $\sigma^4=4\alpha^2$ and $k^2=q^2+p^2$, one pair contributes

$$M(s,p)=\frac1{\pi\rho}\left(\frac1N+\frac1s+\frac{p^2b^2}{12}\right)e^{-p^2sb^2/6}.$$

In the film $p=n\pi/h$. The factor 2 of each cosine mode with $n\ge1$ cancels the average 1/2 found above, so all modes have weight $1/h$. The bulk part is already contained in $b$ and is subtracted:

$$\delta R_\parallel^2=\sum_{s}(N-s)\left[\frac1h\sum_{n\ge0}M\!\left(s,\frac{n\pi}h\right)-\int_{-\infty}^{\infty}\frac{dp}{2\pi}M(s,p)\right].$$

The $1/s$ in the $n=0$ term makes the relative swelling of order $\ln N/(\rho hb^2)$. Summed numerically for the 20 nm film, it is 4.0 % of $R_\parallel^2$ if $s$ starts at one repeat, and 3.0 % if it starts at 7 repeats, about one Kuhn segment. The spread shows the sensitivity to short distances, where Gaussian statistics fail. The subtracted bulk term is itself 59 % of $R_\parallel^2$ from one repeat and 17 % from 7, so the first-order expansion is not small at short distances and these figures give only the rough size.

Without screening, a constant $U=1/\rho$ gives $1/\pi\rho$ per pair from the $n=0$ mode alone. The sum is $N^2/(2\pi\rho h)$, or

$$\frac{\delta R_\parallel^2}{R_\parallel^2}=\frac{3N}{4\pi\rho hb^2}=40.5 .$$

A first-order change this large is no prediction of size. It shows that the expansion fails and that near-ideal behaviour depends on the other chains.

Adding the 3.2 % and 4.0 % as independent effects gives $\sqrt{1.072}-1=3.5$ % in the in-plane size. This is an estimate, not a bound. For freely jointed segments held at uniform density by a field, the first input drops to between $0.19\,l/h$ and $0.25\,l/h$, about 2 %, while the lattice result with bond length $l$ gives $0.413\,l/h=3.5$ %. The second input depends on where the sum over $s$ starts.

## What to do about it

For an annealed film with weakly interacting walls, use the bulk in-plane size and allow a few per cent at 20 nm. Both corrections grow as the film thins. Once $h$ approaches a few Kuhn lengths, use a model with explicit bonds and packing.

PMMA of this molar mass is used as an electron-beam resist, but 20 nm is at the thin end of its use. The assumption most open to doubt is equilibrium: spin casting removes solvent quickly, and the glass below roughly 100 °C preserves what was arrested. If drying after arrest thins the film affinely at fixed area, in-plane distances do not change. A coil 10 % wider than its melt size at arrest then stays 10 % wider, which exceeds the corrections above. Anneal above the glass transition for long enough to relax whole chains before applying the equilibrium result. Strongly adsorbing walls need separate treatment, because they can hold long runs of repeats flat.

Under these conditions, a change in development rate with thickness should not be assigned to large sideways stretching of the coils. Changes in wall contact, overlap, residual solvent or relaxation remain possible causes, and this model does not rank them.

Numbers in the example were calculated in double precision.
